# Curvature-enhanced Cabrera–Mott oxidation of a metal sphere in an oxide shell

## The decision: which field goes into the exponent

A calculation of the oxidation time of a metal nanoparticle needs the electric field that pulls metal ions into the oxide. The planar estimate is the potential across the oxide divided by its thickness, $V/L$. For a core of radius $a$ the field at the metal surface is instead $V/L+V/a$. Since the field stands in an exponent, the choice multiplies the oxidation speed by

$$
\frac{u_{\rm sphere}}{u_{\rm planar}}=\exp\!\left(\frac{\lambda}{a}\right),\qquad \lambda=\frac{q\,d\,V}{k_BT},
$$

at equal oxide thickness and with the exponent taken to first order in $d$. Here $q$ is the ion charge and $d$ the distance from the ion's starting well to the top of its barrier. With the parameters used below, $\lambda\approx15.5$ nm. In this approximation, which also neglects reverse jumps, the speed at the curved surface exceeds the planar estimate by less than 10% of that estimate only if $a>\lambda/\ln1.1\approx160$ nm. Reverse jumps are negligible only for oxides thinner than about $\lambda$; with reverse jumps over a symmetric barrier the threshold rises to about 180 nm at $L=10$ nm and 240 nm at $L=20$ nm.

The result requires ion injection at the metal/oxide interface to be the slow step. If a similar field-assisted step at the outer surface were slow, curvature would weaken the field that drives it.

## Model and conventions

The core occupies $r<a$ and the oxide $a<r<b$, with $L=b-a$. The oxide is uniform and free of space charge. Electrons cross it fast enough to hold a fixed potential difference $V>0$, the Mott potential, between the core and the oxygen-covered outer surface. We take $V$ to be independent of curvature and thickness. $E$ denotes the outward field. Core and shell stay in contact, without voids, and stress does not alter the barrier. Contact is a real restriction: when metal ions move outward, voids often form at this interface, and the completion times below then do not apply.

## The two surface fields

For a potential that depends on $r$ alone, Laplace's equation is $(r^2\phi')'=0$. Hence $r^2\phi'=-C$, and one more integration gives $\phi=C/r+D$. The boundary conditions are $\phi(a)=V$ and $\phi(b)=0$. Subtracting them gives

$$
V=C\left(\frac1a-\frac1b\right)=\frac{C\,L}{ab}
\quad\Rightarrow\quad
E(r)=-\phi'=\frac{C}{r^2}=\frac{V\,ab}{L\,r^2}.
$$

At the two surfaces, with $b=a+L$ in the first line and $a=b-L$ in the second,

$$
E(a)=\frac{V(a+L)}{aL}=\frac VL+\frac Va,
$$

$$
E(b)=\frac{V(b-L)}{bL}=\frac VL-\frac Vb .
$$

The average of $E$ over the thickness must be $V/L$, because its integral is $V$. The same electric flux crosses every sphere, so the field is above this average at the small inner surface and below it at the large outer one.

The permittivity has dropped out because the potential is fixed. If the charge density $\sigma$ on the core were fixed instead, the field there would be $\sigma/\varepsilon$, whatever the curvature. The enhancement therefore depends on electron transfer that supplies the larger charge density needed at a curved core.

## From field to speed

Let an ion cross a cosine barrier of height $W$ in a uniform field, and write $F=qdE$. Its energy is

$$
U(x)=\frac W2\left[1-\cos\frac{\pi x}{d}\right]-F\frac xd .
$$

Setting $U'=0$ gives $\sin(\pi x/d)=2F/(\pi W)$. With $\theta=\arcsin[2F/(\pi W)]$, the well lies at $x=\theta d/\pi$ and the top at $x=d-\theta d/\pi$. The energy difference is

$$
W_{\rm eff}=W\cos\theta-F\left(1-\frac{2\theta}{\pi}\right).
$$

For small $F/W$, insert $\theta\approx2F/(\pi W)$ and $\cos\theta\approx1-\theta^2/2$:

$$
W_{\rm eff}\approx W-F-\frac{2F^2}{\pi^2W}+\frac{4F^2}{\pi^2W}
=W-F+\frac{2F^2}{\pi^2W}.
$$

The first-order lowering is $qdE$. The next term raises the barrier slightly, because the field moves the well and the top towards each other.

Let $\nu$ be the attempt frequency and $s$ the metal depth removed when every surface site has made one jump. With the first-order barrier and no reverse jumps, the core recedes at

$$
u=-\frac{da}{dt}=u_0\exp\!\left[\frac{q\,d\,E(a)}{k_BT}\right],
\qquad u_0=s\nu\,e^{-W/k_BT}.
$$

Dividing by the planar speed at the same $L$ leaves the excess field $V/a$ in the exponent, which gives $e^{\lambda/a}$. The thickness has cancelled from the ratio, though not from either speed.

If the slow step were at the outer surface, with the same $q$ and $d$, the excess field would be $-V/b$, and the jump rate per unit area there would change by the factor $e^{-\lambda/b}<1$. The same number of ions per unit time must leave the core, whose area is smaller by $a^2/b^2$. The core's speed would therefore change by $(b/a)^2e^{-\lambda/b}$, which can lie below or above one.

## Correction for a finite jump

The product $E(a)d$ treats the field as constant over the jump. The actual potential drop is

$$
\phi(a)-\phi(a+d)=\frac{Vab}{L}\left(\frac1a-\frac1{a+d}\right)=\frac{V\,b\,d}{L(a+d)},
$$

which is $E(a)d$ multiplied by $a/(a+d)$. Subtracting the planar drop $Vd/L$ gives

$$
\frac{Vd}{L}\left(\frac{b}{a+d}-1\right)=\frac{Vd\,(L-d)}{L(a+d)} .
$$

This is positive for $L>d$, so the acceleration survives but is weaker, and a dependence on $L$ returns. The exponent changes by $[qdE(a)/k_BT]\,d/(a+d)$. For an accurate speed this product must be small compared with one; a small $d/a$ alone is not enough.

## Comparison at equal consumed depth

A sphere and a flat metal that have lost the same depth need not carry equally thick oxides. Let $R$ be the initial metal radius, $h=R-a$ the consumed depth, and $Z$ the oxide volume formed per volume of metal consumed. Volume balance reads

$$
b^3-a^3=Z(R^3-a^3).
$$

With $b=a+L$ and $R=a+h$ this becomes

$$
3a^2L+3aL^2+L^3=Z\,(3a^2h+3ah^2+h^3).
$$

A planar oxide growing only in thickness would have $L=Zh$. Putting this value into the left side gives $3a^2Zh+3aZ^2h^2+Z^3h^3$, which for $Z\ge1$ is at least as large as the right side. The left side increases with $L$, so the true shell satisfies $L\le Zh$. Therefore

$$
E(a)=\frac VL+\frac Va\ \ge\ \frac V{Zh}+\frac Va\ >\ \frac V{Zh},\qquad Z\ge1 .
$$

For $Z<1$ the inequality for $L$ reverses: the shell is thicker than the planar oxide, and this argument does not decide which field is larger.

## Slowing down, then speeding up

For $Z=1$ the outer radius stays at $b=R$, and

$$
E(a)=V\left(\frac1a+\frac1{R-a}\right)=\frac{VR}{a(R-a)} .
$$

The derivative, $V[-1/a^2+1/(R-a)^2]$, vanishes at $a=R/2$. The second derivative is positive, so this is the minimum, with $E_{\min}=4V/R$. Oxidation slows while the thickening oxide dominates and accelerates once the shrinking core dominates. Since $E$ is unchanged when $a$ and $R-a$ are exchanged, both halves of the radius take the same time. Over a flat metal the field $V/h$ falls throughout.

## Completion time in closed form

Stay with $Z=1$ and set $x=a/R$, $\beta=\lambda/R$. Integrating $dt=-da/u$ from $a=R$ to $a=0$ gives

$$
t_{\rm s}=\frac R{u_0}I(\beta),\qquad
I(\beta)=\int_0^1\exp\!\left[-\frac{\beta}{x(1-x)}\right]dx .
$$

Substitute $x=(1+\tanh w)/2$. Then $x(1-x)=1/(4\cosh^2w)$ and $dx=dw/(2\cosh^2w)$, so

$$
I(\beta)=\int_{-\infty}^{\infty}\frac{e^{-4\beta\cosh^2w}}{2\cosh^2w}\,dw .
$$

Differentiation with respect to $\beta$ removes the denominator. With $2\cosh^2w=1+\cosh2w$ and then $y=2w$,

$$
\frac{dI}{d\beta}=-2e^{-2\beta}\int_{-\infty}^{\infty}e^{-2\beta\cosh2w}\,dw
=-2e^{-2\beta}\int_0^\infty e^{-2\beta\cosh y}\,dy=-2e^{-2\beta}K_0(2\beta),
$$

where the last integral is the standard representation of the modified Bessel function $K_0$. Because $I\to0$ as $\beta\to\infty$,

$$
I(\beta)=\int_{2\beta}^{\infty}e^{-z}K_0(z)\,dz .
$$

The relations $K_0'=-K_1$ and $(zK_1)'=-zK_0$ give

$$
\frac{d}{dz}\Big[ze^{-z}(K_1-K_0)\Big]
=e^{-z}\big[-zK_1+zK_0-zK_0-K_0+zK_1\big]=-e^{-z}K_0 .
$$

The bracket on the left vanishes at infinity, hence

$$
t_{\rm s}=\frac R{u_0}\,2\beta e^{-2\beta}\big[K_1(2\beta)-K_0(2\beta)\big].
$$

For large $\beta$ the slowest point dominates. With $x=\tfrac12+y$, $1/[x(1-x)]=4/(1-4y^2)\approx4+16y^2$, and the Gaussian integral gives $I\approx\tfrac14e^{-4\beta}\sqrt{\pi/\beta}$. For $\beta\to0$ the formula gives $I\to1$, the time without a field. That limit checks the mathematics, but there the neglect of reverse jumps is no longer justified.

The reference is a flat metal layer of depth $R$, oxidized from one side. With $x=h/R$ and then $y=1/x$,

$$
t_{\rm p}=\frac R{u_0}\int_0^1e^{-\beta/x}dx
=\frac R{u_0}\int_1^\infty\frac{e^{-\beta y}}{y^2}\,dy=\frac R{u_0}E_2(\beta),
$$

where $E_2$ is the exponential integral of order two. Both bodies have the same depth to consume, so the larger surface-to-volume ratio of a sphere plays no part. Since $1/[x(1-x)]=1/x+1/(1-x)>1/x$, the sphere finishes first for every $\beta>0$ in this model. For large $\beta$, $E_2\approx e^{-\beta}/\beta$, and

$$
\frac{t_{\rm p}}{t_{\rm s}}\approx\frac{4e^{3\beta}}{\sqrt{\pi\beta}} .
$$

This form is approached slowly: for the example below it gives 188 instead of 104 at $R=10$ nm and $1.4\times10^4$ instead of 9400 at $R=5$ nm. Within the linear law the advantage grows roughly as $e^{3\lambda/R}$ when the particle is made smaller. The finite jump slows this growth (from $R=10$ to 5 nm the ratio in the table below rises 44-fold instead of 91-fold), and the law loses its meaning below $R=4qdV/W$, about 1.5 nm in the example, where the first-order barrier vanishes even at the slowest point.

## Worked example

The following are round model parameters, not those of a particular metal: $V=1$ V, $q=2e$, $d=s=0.2$ nm, $W=1.1$ eV, $\nu=10^{13}$ s$^{-1}$ and $T=300$ K. With $k_BT=0.02585$ eV,

$$
\lambda=\frac{2\times0.2\times1}{0.02585}\ \text{nm}=15.47\ \text{nm},
$$

$$
u_0=0.2\times10^{13}\,e^{-1.1/0.02585}\ \text{nm/s}\approx6.6\times10^{-7}\ \text{nm/s}.
$$

**One instant.** Take $a=L=5$ nm, so $b=10$ nm. The planar field is $1/5=0.2$ V/nm. The core field is $1/5+1/5=0.4$ V/nm and the outer field $1/5-1/10=0.1$ V/nm. A finite-difference solution of Laplace's equation gives the same values. The leading-order speed factor is $e^{15.47/5}\approx22$. The drops over the actual jump are 0.0769 V for the sphere and 0.0400 V for the plane, which lowers the factor to

$$
\exp\!\left[\frac{2(0.0769-0.0400)}{0.02585}\right]\approx17 .
$$

Under control by the outer surface, the jump rate per unit area there would change by $e^{-15.47/10}\approx0.21$; this is the value 0.2128 in the output. With the area factor $(b/a)^2=4$, the core would recede at about 0.85 times the planar speed.

**Complete oxidation, $Z=1$.** The finite-jump columns use the true potential drop and do not let the barrier fall below zero.

| $R$ (nm) | $t_{\rm s}$ (s) | $t_{\rm p}$ (s) | $t_{\rm p}/t_{\rm s}$ | finite-jump $t_{\rm s}$ (s) | finite-jump ratio |
|---|---|---|---|---|---|
| 5 | 7.6 | $7.1\times10^4$ | 9400 | 21 | 3400 |
| 7.5 | 840 | $3.9\times10^5$ | 465 | 1350 | 290 |
| 10 | $1.0\times10^4$ | $1.03\times10^6$ | 104 | $1.3\times10^4$ | 79 |

At $R=10$ nm the finite-jump sphere needs about 3.6 hours and the planar layer about 12 days. The completion ratio exceeds the factor 22 found at half depth because the local advantage $e^{\lambda/a}$ grows as the core shrinks, while the planar layer spends 93% of its time on the second half of its depth. The sphere spends 50% there in the linear law and about 53% with the finite jump.

At $R=5$ nm the large-$\beta$ estimate gives 8.0 s, about 6% above the closed form.

**Expanding oxide.** For $R=10$ nm and $Z=1.5$, the minimum core field drops from 0.400 to 0.356 V/nm and moves to $a\approx5.5$ nm. The thicker oxide roughly doubles both times, to $2.1\times10^4$ s and $2.1\times10^6$ s. Their ratio, 101, is almost that for $Z=1$.

## How far the numbers can be trusted

**Barrier shape.** At the slowest point for $R=10$ nm, $F=0.16$ eV. The linear law gives a barrier of 0.9400 eV and the tilted cosine 0.9447 eV, which lengthens the time per depth there by a factor of 1.2. For $R=5$ nm, $F$ doubles, the second-order term becomes about 0.019 eV, and the factor is about 2. The finite jump separately lengthens that particle's time by a factor of 2.7. Its completion time is therefore an order-of-magnitude result, although the acceleration is far larger than either correction.

**Reverse jumps.** For a symmetric barrier with equally occupied wells, the ratio of reverse to forward jumps is $e^{-2F/k_BT}$. At the end of the planar process $F/k_BT=\beta$, and the ratio is 0.2% for $R=5$ nm and 4.5% for $R=10$ nm. In the sphere $F/k_BT$ is never below $4\beta$ for $Z=1$ in the linear law, so reverse jumps matter much less. For much larger $R$ the planar reference leaves the high-field regime.

**Very high fields.** The first-order barrier vanishes at $E=W/(qd)=2.75$ V/nm, which is reached at very thin oxide and again at a very small core. Beyond this point the linear law predicts speeds above $s\nu=2\times10^{12}$ nm/s, so these stages add a negligible time within the model. Whether a continuum field describes a core of a few atoms is a separate question, which the model does not answer. Even at the slowest point the core field is 4 MV/cm for $R=10$ nm and 8 MV/cm for $R=5$ nm, of the order of the breakdown field of good insulating oxides; the model assumes that the shell sustains such fields at fixed $V$ and without space charge.

**Mott potential.** An error $\delta V$ changes the exponent by $qd\,\delta V(1/L+1/a)/k_BT$. At $a=L=5$ nm the full exponent is $2\times0.2\times0.4/0.02585\approx6.2$. An error of 10% in $V$ thus changes the speed by a factor of about $e^{0.62}\approx1.9$. Holding $V$ fixed is also a demand on the electrons. Tunnelling normally supplies them only through a few nanometres of oxide; for the thicker oxides in the example another conduction path is needed. Without one, electron transport becomes the slow step and the calculated times do not apply.

**Space charge.** In a planar oxide with uniform charge density $\rho$, Gauss's law gives $E(x)=E(0)+\rho x/\varepsilon$. Requiring the integral over $L$ to equal $V$ yields $E(0)=V/L-\rho L/(2\varepsilon)$. Positive ions stored in the oxide therefore weaken the injecting field. In a shell with uniform $\rho$, the same calculation multiplies the field loss at the core by $(b+2a)/(3a)$. This factor is $4/3$ at $a=L$ and grows as the core shrinks. Laplace's equation therefore suffices when $|\rho|L(b+2a)/(6\varepsilon a)$ is well below $k_BT/(qd)$, here about 0.065 V/nm.

The unrounded values are in the numerical output that follows.

## Calculated quantities

```
Mott potential V = 1.0 V; ion charge = 2 e
well-to-top distance d = 0.2 nm; barrier W = 1.1 eV
layer depth s = 0.2 nm
attempt frequency = 1.0e+13 1/s; T = 300 K
kT = 0.025852 eV
lambda = q d V/kT = 15.4727 nm
zero-field speed u0 = 6.6350e-07 nm/s
Snapshot: a = 5.0 nm, L = 5.0 nm, b = 10.0 nm
planar field = 0.2000 V/nm
core-surface field (numerical) = 0.4000 V/nm
outer-surface field (numerical) = 0.1000 V/nm
speed factor, leading order = 22.077
drop over d: sphere = 0.07692 V
drop over d: planar = 0.04000 V
speed factor, finite jump = 17.400
speed factor if outer surface controls = 0.2128
Barrier at slowest point, R = 10 nm, Z = 1:
first-order lowering = 0.1600 eV
barrier, linear law = 0.94000 eV
barrier, tilted cosine = 0.94472 eV
time factor at this point from the difference = 1.200
Completion, Z = 1:
R = 5.0 nm: beta = 3.0945
  sphere time = 7.5665e+00 s; planar time = 7.1435e+04 s
  planar/sphere time ratio = 9440.975
  sphere time, finite jump = 2.0739e+01 s
  planar/sphere ratio, finite jump = 3444.480
  reverse/forward jumps at planar end = 0.0021
R = 7.5 nm: beta = 2.0630
  sphere time = 8.4070e+02 s; planar time = 3.9091e+05 s
  planar/sphere time ratio = 464.981
  sphere time, finite jump = 1.3479e+03 s
  planar/sphere ratio, finite jump = 290.013
  reverse/forward jumps at planar end = 0.0161
R = 10.0 nm: beta = 1.5473
  sphere time = 9.9644e+03 s; planar time = 1.0329e+06 s
  planar/sphere time ratio = 103.661
  sphere time, finite jump = 1.3138e+04 s
  planar/sphere ratio, finite jump = 78.618
  reverse/forward jumps at planar end = 0.0453
large-beta estimate, sphere R = 5 nm: 7.9906e+00 s
R = 10 nm: slowest at a = 5.000 nm
  minimum core field = 0.4000 V/nm
  planar time share of second half = 0.9308
R = 10 nm, Z = 1.5:
  slowest at a = 5.461 nm
  minimum core field = 0.3563 V/nm
  sphere time = 2.1129e+04 s; planar time = 2.1366e+06 s
  planar/sphere time ratio = 101.119
```
